Growth rate from the reflectance oscillations of a transparent film

A detector above a growing film records a reflected intensity that rises and falls. In the trace used below, the maxima are 247.97 s apart. This is a time, and a growth rate needs a length to go with it. If one repeat is taken to mean that the film has thickened by one full wavelength of the light inside it, the rate comes out as 10 Å/s. The film in fact grows at 5 Å/s. The reflected intensity itself does not settle the matter, because the same value returns at many thicknesses. What is needed is the thickness that separates two successive maxima, and the conditions under which it is the same for every pair.

**1. Setting and conventions**

A flat, uniform film of thickness d lies on a thick, flat substrate. Light of one photon energy ω comes from the gas above, at normal incidence. The algebra is in atomic units, so ħ = 1 and the speed of light is c = 1/α, with α the fine-structure constant. The vacuum wavenumber and wavelength are

k = ω/c,  λ = 2π/k = 2πc/ω.

The refractive indices are n₀ for the gas, n for the film and N for the substrate. Both n₀ and n are real and positive: the gas and the film do not absorb. The substrate may absorb, so N may be complex, with Re N > 0 and Im N ≥ 0. The film index is the same at all depths and does not change during growth.

The height z is measured upward from the substrate surface, and the time factor is exp(−iωt). A wave exp(−inkz) then travels downward and exp(+inkz) travels upward. In the substrate the downward wave exp(−ikNz) contains the factor exp(k z Im N), which decays as z → −∞, as it must in an absorber.

At each thickness the light is treated as if the film stood still. The round trip through a film of thickness λ/(2n) covers a distance λ/n at speed c/n, which takes λ/c, a single optical cycle. A film that needs minutes to grow by that amount is at rest for this purpose.

**2. One interface**

For nonmagnetic media the electric field E is continuous at an interface. So is its derivative E′, because E′ is proportional to the magnetic field. Let a wave of unit amplitude come from the gas onto a very thick film, with reflected amplitude r₀₁ and transmitted amplitude t₀₁. Continuity of E and E′ gives

1 + r₀₁ = t₀₁,
n₀(1 − r₀₁) = n t₀₁.

Inserting the first equation into the second and solving gives

r₀₁ = (n₀ − n)/(n₀ + n),  t₀₁ = 2n₀/(n₀ + n).

Light leaving the film into the gas meets the same interface with the indices exchanged:

r₁₀ = −r₀₁,  t₁₀ = 2n/(n₀ + n).

The two transmissions multiply to

t₀₁t₁₀ = 4n₀n/(n₀ + n)² = [(n₀ + n)² − (n₀ − n)²]/(n₀ + n)² = 1 − r₀₁².

At the film–substrate interface the same argument gives r₁₂ = (n − N)/(n + N), which is complex if the substrate absorbs. I write

r₀₁ = a,  r₁₂ = b exp(iφ),  b ≥ 0.

The number a is real and is negative when the film index exceeds that of the gas.

**3. The simple case: two beams**

Suppose the reflections are weak. Two beams then matter: one reflected at the film surface, and one that enters, reflects once at the substrate and leaves. The second beam crosses the film twice and gains the phase nkd each time. The total reflected amplitude is

r ≈ a + (1 − a²) b exp(iθ),  θ = 2nkd + φ.

Its squared modulus is

R ≈ a² + (1 − a²)²b² + 2a(1 − a²)b cos θ.

The thickness appears only in cos θ. The reflectance repeats when θ has advanced by 2π, that is, after a thickness Λ with

2nkΛ = 2π,
Λ = π/(nk) = λ/(2n) = πc/(nω).

The factor 2 comes from the double passage. Adding half a wavelength of film lengthens the path by one whole wavelength, measured inside the film. The λ in this formula is the vacuum wavelength; the division by n has already converted it.

Limit test: let the substrate have the same index as the film, N = n. Then b = 0 and R = a² at every thickness. The light meets no lower interface, so there is nothing to interfere with and no oscillation to time.

The two-beam sum leaves out light that bounces more than once. Such light crosses the film four, six or more times, and it has to be shown that it does not alter the period.

**4. The general case: the full field**

Inside the film the field obeys

E″ + n²k²E = 0,

so it is a downward and an upward wave:

E = A[exp(−inkz) + ρ exp(inkz)].

In the substrate I keep only a downward wave. This assumes that no light returns from its far side, as when a thick substrate absorbs the light on the way. A transparent substrate with a polished rear face does return light. This can change the heights and positions of the maxima and minima, but not their spacing, as long as the substrate itself stays unchanged during growth. Hence E′(0) = −ikN E(0). Inserting the film field gives

ink(ρ − 1) = −ikN(1 + ρ),
n(1 − ρ) = N(1 + ρ),
ρ = (n − N)/(n + N) = r₁₂.

In the gas, for z > d, the incident wave has unit amplitude at the film surface:

E = exp[−in₀k(z − d)] + r exp[in₀k(z − d)].

With β = nkd, continuity of E and of E′ at z = d gives, after division of the second equation by −ik,

1 + r = A[exp(−iβ) + r₁₂ exp(iβ)],
n₀(1 − r) = nA[exp(−iβ) − r₁₂ exp(iβ)].

Dividing the second by the first removes A. With the abbreviation u = r₁₂ exp(2iβ),

n₀(1 − r)/(1 + r) = n(1 − u)/(1 + u).

Cross-multiplying and collecting the terms in r gives

n₀(1 + u) − n(1 − u) = r[n₀(1 + u) + n(1 − u)],
(n₀ − n) + (n₀ + n)u = r[(n₀ + n) + (n₀ − n)u].

Division by n₀ + n leaves

r = (a + u)/(1 + au).

The thickness enters through u alone, and u returns to its value when 2nkd grows by 2π. The period λ/(2n) therefore survives with all reflections included.

The multiple bounces can be seen by rewriting the result:

r = a + (1 − a²)u/(1 + au)
 = a + (1 − a²)u[1 − au + (au)² − …].

The series converges because |au| < 1, as shown in the next section. Each further term carries one more round trip u and one more reflection −a at the underside of the film surface. The beam with m round trips has the phase factor exp(2imβ), which also repeats when d grows by Λ. Keeping the first two beams gives back section 3. The first beam left out has size (1 − a²)|a|b². Compared with the two beams that are kept, it is smaller by the factors (1 − a²)b² and |a|b. Both factors are small when b is small, so the two-beam picture holds for a weakly reflecting lower interface. A small |a|b alone is not enough: if b is close to one, the two-beam sum can even give a reflectance above one.

Limit test: for d = 0 we have u = r₁₂, and (1 − u)/(1 + u) = N/n. The equation before the cross-multiplication becomes n₀(1 − r)/(1 + r) = N, or

r = (n₀ − N)/(n₀ + N).

This is the bare substrate, with no trace of the film index. Since u has the same value at d = Λ, a film one period thick reflects like no film at all.

**5. Is there a shorter period?**

A function that repeats after Λ might also repeat after Λ/2. To exclude this I need R explicitly. From u = b exp(iθ),

|a + u|² = a² + b² + 2ab cos θ,
|1 + au|² = 1 + a²b² + 2ab cos θ.

The second expression minus the first is

1 + a²b² − a² − b² = (1 − a²)(1 − b²),

and therefore

R = 1 − (1 − a²)(1 − b²)/(1 + a²b² + 2ab cos θ).

Both reflection amplitudes are below one in size. For a this follows from n₀ and n being positive. For b it follows from

|n + N|² − |n − N|² = 4n Re N > 0.

The denominator is at least (1 − |a|b)², which is positive. Differentiating with respect to C = cos θ gives

dR/dC = 2ab(1 − a²)(1 − b²)/(1 + a²b² + 2abC)².

If neither a nor b is zero, this keeps one sign. R then runs steadily up or down with cos θ, and has one maximum and one minimum in each turn of θ. A period shorter than Λ would bring the maximum back before the turn was complete, which is impossible. So λ/(2n) is the smallest period.

The maximum occurs where ab cos θ = +|a|b and the minimum where it equals −|a|b. There the numerator and denominator of R are both perfect squares:

R_max = [(|a| + b)/(1 + |a|b)]²,
R_min = [(|a| − b)/(1 − |a|b)]².

The gas and substrate indices affect the height of the maxima, but not their spacing. The position of the maxima is set by φ and the sign of a. The gas index therefore matters for the position only through whether it is smaller or larger than n.

**6. Numbers for one film**

The parameters are round model values: photon energy 2 eV, n₀ = 1, n = 2.5 and N = 3.5 + 0.5i. The vacuum wavelength is 6199.2 Å, so

Λ = 6199.2 Å/(2 × 2.5) = 1239.8 Å,

or 2343.0 bohr. The interface amplitudes are a = −0.4286 and b = 0.1857, with φ = −2.7611 rad. Their product has size |a|b = 0.080, and

R_max = (0.6143/1.0796)² ≈ 0.324,
R_min = (0.2429/0.9204)² ≈ 0.070.

The two-beam sum gives 0.337 and 0.077 instead. Its period is right, while its extremes are too high, by about 4 % of R_max and 10 % of R_min.

Since a is negative, R is largest when cos θ = −1, so 2nkd + φ = π for the first maximum. Using 2nkd = 2πd/Λ,

d = Λ(π − φ)/(2π) = 0.9394 × 1239.8 Å ≈ 1165 Å.

The reflectance at steps of a quarter period, starting from the bare substrate, is 0.3171, 0.1679, 0.0820, 0.2602 and again 0.3171. The first value agrees with the bare-substrate limit:

|(1 − N)/(1 + N)|² = (2.5² + 0.5²)/(4.5² + 0.5²) = 6.5/20.5 = 0.3171.

These values also show how a period can be misread. R depends on cos θ, so it is symmetric about each maximum. The starting value 0.3171 therefore occurs once before the full period, at the mirror image of d = Λ:

d = (2 × 0.9394 − 1)Λ = 0.879Λ ≈ 1090 Å.

There R is rising, whereas at d = 0 and d = Λ it is falling. A period must be timed between points with the same level and the same direction of change, or between successive maxima. From a maximum to the next minimum the film grows by half a period, λ/(4n).

As a check that does not use the interference formula, the wave equation was integrated numerically upward from the substrate. The resulting reflectance agrees with the closed form to within 10⁻⁸. It also repeats after λ/(2n), with three maxima in three periods, for this case and two others: a substrate of index 1.5, and a gas of index 1.3 over a substrate of index 4 + 2i.

**7. From thickness to time: steady growth**

Let the thickness d(t) grow at the rate G = dd/dt > 0. The detector sees R(d(t)), and

dR/dt = (dR/dd) G.

As G is not zero, the maxima in time are the maxima in thickness. Between two successive ones, at t₁ and t₂ = t₁ + T, the film has gained one period. For constant G this means GT = Λ, so

G = λ/(2nT).

In the simulated trace the film grows at 5 Å/s and the first two maxima fall at 232.95 s and 480.92 s. Their separation is T = 247.97 s, which gives

G = 1239.8 Å/247.97 s = 5.000 Å/s.

In the units of a growth log this is 1.800 µm/h. The time of the first maximum counted from the start of growth, 232.95 s, is not a period. It corresponds to 1165 Å, because the trace starts part-way through an oscillation, at a point fixed by φ and the sign of a.

**8. Growth that drifts**

If the rate changes, the thickness gained between the two maxima is still one period:

∫ G dt (from t₁ to t₂) = d(t₂) − d(t₁) = Λ.

Division by T shows that λ/(2nT) is the time average of G over that interval. No assumption about the form of G(t) was needed, except that the thickness keeps increasing. If growth stopped and the film were partly removed, the phase would run backward, and a maximum could return with no net gain.

Take G = G₀ + gt, with G₀ = 4 Å/s and g = 0.004 Å/s². The maxima now fall at 257.93, 484.01 and 679.95 s. The intervals shrink from 226.09 s to 195.93 s, and the formula gives

1239.8 Å/226.09 s = 5.484 Å/s,
1239.8 Å/195.93 s = 6.328 Å/s.

For a linear drift the average can be found directly:

(1/T) ∫ (G₀ + gt) dt = G₀ + g(t₂² − t₁²)/(2T) = G₀ + g(t₁ + t₂)/2.

This is the rate at the middle of the interval. For the first interval the middle is at 370.97 s, and 4 + 0.004 × 370.97 = 5.484 Å/s, as found from the oscillation. Within that interval the true rate climbs by 0.004 × 226.09 ≈ 0.90 Å/s, which the time between two maxima alone cannot show.

Limit test: for g → 0 the average becomes G₀ and the result of section 7 returns.

**9. What the index does to the answer**

The spacing of the maxima by itself fixes only the product of index and rate,

nG = λ/(2T),

which is 6199.2 Å/(2 × 247.97 s) = 12.50 Å/s for the steady film. Splitting off G requires n, and it must be the index at the photon energy used and at the growth temperature.

Let the true index be n_true and the assumed one n_assumed. The measured period is T = λ/(2n_true G), and the inferred rate is

G_inferred = λ/(2n_assumed T) = G n_true/n_assumed.

With a true index of 2.55, growth at 5 Å/s gives T = 243.11 s. Read with an index of 2.5, this becomes 5.100 Å/s, which is 2 % above the true rate. Timing more oscillations does not reduce this error, because every period is scaled by the same factor.

**10. Absorption and oblique incidence**

*Absorption in the film.* Replace n by n + iκ, with κ > 0. The round-trip factor becomes

exp[2i(n + iκ)kd] = exp(2inkd) exp(−2κkd).

The phase still returns after Λ = π/(nk), but the amplitude has been multiplied by

q = exp(−2κkΛ) = exp(−2πκ/n).

R no longer repeats. For a thick film u → 0 and r → r₀₁, the amplitude of a bulk film surface, which is now complex.

For κ = 0.1 and n = 2.5, q = exp(−0.251) = 0.778. The difference between the largest and smallest reflectance within each of the first four periods of thickness is 0.2330, 0.1819, 0.1417 and 0.1103. Successive ratios are 0.781, 0.779 and 0.778. They approach q because, to first order in u, the departure of R from its bulk value is 2 Re[(r₀₁)* (1 − r₀₁²) u], where the star marks the complex conjugate, and u is multiplied by q in each period; the higher orders die out faster. At 39.9 periods the reflectance is 0.1843, equal to the bulk value at this precision.

The spacing of the maxima is more robust than their height. To first order in u,

R − |r₀₁|² ∝ exp(−2κkd) cos X,  X = 2nkd + constant.

The derivative with respect to d vanishes when

κ cos X + n sin X = 0,  or tan X = −κ/n.

This moves every maximum by the same phase, of size arctan(κ/n), so their spacing remains λ/(2n) at this order. The shift is small when κ is much smaller than n. To first order in u the growth-rate formula therefore still holds, for as long as the oscillation remains visible.

*Oblique incidence.* If the light arrives at an angle, it has a wavenumber p along the surface, which is the same in all layers because the interfaces are flat. The wavenumber across the film is then

q_z = √(n²k² − p²),

and the round-trip phase is 2q_z d. In a transparent film the repetition remains exact, but the period becomes π/q_z, which is longer than π/(nk) for 0 < p < nk. Applying the normal-incidence formula to such a trace gives too low a rate, by the factor q_z/(nk). At p = 0 the factor is one. This reading needs one maximum per period, which holds for light polarised either in or across the plane of incidence, with one exception. At the Brewster angle of the film surface, where tan(angle) = n/n₀ (68° here), the in-plane polarisation is not reflected at that surface and shows no oscillation. Beyond that angle its surface amplitude changes sign, and unpolarised light can show more than one maximum per period. For the film of section 6 this happens between about 76° and 87°, and successive maxima are then not one period apart.

The main computed values are collected in the numerical output that follows.

Numbers as computed

```
Photon energy: 2.00 eV
Vacuum wavelength: 6199.2 angstrom
Gas index: 1.00 (no unit)
Film index: 2.50 (no unit)
Substrate index: 3.50+0.50j (no unit)
Thickness period: 1239.8 angstrom
Thickness period, converted: 2343.0 bohr
Gas-film amplitude a: -0.4286 (no unit)
Film-substrate amplitude size b: 0.1857 (no unit)
Film-substrate phase phi: -2.7611 rad
Reflectance at 0.00 period, d = 0.0 angstrom: 0.3171
Reflectance at 0.25 period, d = 310.0 angstrom: 0.1679
Reflectance at 0.50 period, d = 619.9 angstrom: 0.0820
Reflectance at 0.75 period, d = 929.9 angstrom: 0.2602
Reflectance at 1.00 period, d = 1239.8 angstrom: 0.3171
Largest reflectance: 0.3237 (no unit)
Smallest reflectance: 0.0696 (no unit)
Two-beam largest reflectance: 0.3366 (no unit)
Two-beam smallest reflectance: 0.0767 (no unit)
Thickness at first maximum: 1164.8 angstrom
Steady growth, rate put in: 5.000 angstrom/s
Steady growth, time of maximum 1: 232.95 s
Steady growth, time of maximum 2: 480.92 s
Steady growth, time of maximum 3: 728.89 s
Steady growth, oscillation period: 247.97 s
Steady growth, rate recovered: 5.000 angstrom/s
Rate recovered, converted: 1.800 micrometre/h
Drifting growth, initial rate: 4.000 angstrom/s
Drifting growth, rate increase: 0.0040 angstrom/s^2
Drifting growth, time of maximum 1: 257.93 s
Drifting growth, time of maximum 2: 484.01 s
Drifting growth, time of maximum 3: 679.95 s
Drifting growth, interval 1: 226.09 s
  rate from formula: 5.484 angstrom/s
  mean of true rate: 5.484 angstrom/s
Drifting growth, interval 2: 195.93 s
  rate from formula: 6.328 angstrom/s
  mean of true rate: 6.328 angstrom/s
Misread film, true index: 2.55 (no unit)
Misread film, oscillation period: 243.11 s
Misread film, inferred rate: 5.100 angstrom/s
Absorbing film index: 2.50+0.10j (no unit)
Absorbing film, reflectance swing in period 1: 0.2330
Absorbing film, reflectance swing in period 2: 0.1819
Absorbing film, reflectance swing in period 3: 0.1417
Absorbing film, reflectance swing in period 4: 0.1103
Absorbing film, reflectance at 39.9 periods: 0.1843
Absorbing film, bulk surface reflectance: 0.1843
```
